# Hall coefficient of a square-lattice band from velocities and inverse masses: test program

```python
"""Constant-relaxation-time Hall coefficient of a square-lattice band.

Result under test (electron charge -e, weak field B along z, two spins):
    R_H = -K / (e L^2)
    L = <(-f') vx^2>,  K = <(-f') (vx^2 Myy - vx vy Mxy)>
v = band velocity, M = inverse-mass tensor, f = Fermi function,
<...> = 2 * average over the Brillouin zone (per unit cell).
Nearest-neighbour band: R_H -> -1/(n e) at low filling, one sign change,
exactly at half filling.  Diagonal hopping tp moves the sign change.
Units: hopping t = 1, lattice constant a = 1, e = hbar = 1.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit


def band(kx, ky, tp):
    return (-2 * (np.cos(kx) + np.cos(ky))
            - 4 * tp * np.cos(kx) * np.cos(ky))


def hoppings(tp, size=5):
    """Wannier matrix elements H(R) from energies on a coarse k mesh."""
    q = 2 * np.pi * np.arange(size) / size
    qx, qy = np.meshgrid(q, q, indexing="ij")
    energies = band(qx, qy, tp)
    half = size // 2
    table = {}
    for rx in range(-half, half + 1):
        for ry in range(-half, half + 1):
            phase = np.exp(-1j * (qx * rx + qy * ry))
            value = np.mean(energies * phase).real
            if abs(value) > 1e-12:
                table[(rx, ry)] = value
    return table


def interpolate(table, kx, ky):
    """Energy, velocities and inverse masses from the hopping table."""
    out = [np.zeros(kx.shape, complex) for _ in range(6)]
    for (rx, ry), h in table.items():
        wave = h * np.exp(1j * (kx * rx + ky * ry))
        factors = (1, 1j * rx, 1j * ry, -rx * rx, -ry * ry, -rx * ry)
        for array, factor in zip(out, factors):
            array += factor * wave
    return [array.real for array in out]


class Lattice:
    def __init__(self, tp, size=300):
        k = 2 * np.pi * np.arange(size) / size
        self.kx, self.ky = np.meshgrid(k, k, indexing="ij")
        (self.e, self.vx, self.vy, self.mxx, self.myy,
         self.mxy) = interpolate(hoppings(tp), self.kx, self.ky)

    def filling(self, mu, kT):
        return 2 * np.mean(expit((mu - self.e) / kT))

    def find_mu(self, n, kT):
        return brentq(lambda m: self.filling(m, kT) - n, -60, 60,
                      xtol=1e-13)

    def minus_fprime(self, mu, kT):
        x = (self.e - mu) / kT
        return expit(x) * expit(-x) / kT

    def surface(self, mu, kT):
        w = self.minus_fprime(mu, kT)
        L = 2 * np.mean(w * self.vx**2)
        K = 2 * np.mean(w * (self.vx**2 * self.myy
                             - self.vx * self.vy * self.mxy))
        return L, K

    def sea(self, mu, kT):
        f = expit((mu - self.e) / kT)
        det = self.mxx * self.myy - self.mxy**2
        return 2 * np.mean(f * self.mxx), 2 * np.mean(f * det)

    def hall(self, mu, kT):
        L, K = self.surface(mu, kT)
        return -K / L**2


def boltzmann_hall(tp, mu, kT, field=1e-4, size=31):
    """R_H from a direct solution of the Boltzmann equation at finite B."""
    k = 2 * np.pi * np.arange(size) / size
    i = np.arange(size)
    diff = i[:, None] - i[None, :]
    sine = np.sin(np.pi * diff / size)
    np.fill_diagonal(sine, 1.0)
    d1 = 0.5 * (-1.0) ** diff / sine      # spectral derivative, odd size
    np.fill_diagonal(d1, 0.0)
    one = np.eye(size)
    kx, ky = [g.ravel() for g in np.meshgrid(k, k, indexing="ij")]
    h = 1e-4                              # velocities by finite difference
    vx = (band(kx + h, ky, tp) - band(kx - h, ky, tp)) / (2 * h)
    vy = (band(kx, ky + h, tp) - band(kx, ky - h, tp)) / (2 * h)
    x = (band(kx, ky, tp) - mu) / kT
    fprime = -expit(x) * expit(-x) / kT
    drift = vy[:, None] * np.kron(d1, one) - vx[:, None] * np.kron(one, d1)
    matrix = np.eye(size**2) - field * drift
    v = np.stack([vx, vy], axis=1)
    g = np.linalg.solve(matrix, fprime[:, None] * v)
    sigma = -2 * v.T @ g / size**2
    return np.linalg.inv(sigma)[1, 0] / field


def cold_ratio(c0):
    """Filling and -n e R_H at T = 0; occupied: cos kx + cos ky > c0."""
    nodes, weights = np.polynomial.legendre.leggauss(200)
    theta = (nodes + 1) * np.pi / 4
    edge = np.arccos(c0 - 1)
    x = edge * np.sin(theta)
    w = weights * np.pi / 4 * edge * np.cos(theta)
    top = np.arccos(np.clip(c0 - np.cos(x), -1, 1))
    area = np.sum(w * top)
    mean_c = np.sum(w * np.cos(x) * top) / area
    mean_cc = np.sum(w * np.cos(x) * np.sin(top)) / area
    return 2 * area / np.pi**2, mean_cc / mean_c**2


TP = -0.3
KT = 0.05
plain, diagonal = Lattice(0.0), Lattice(TP)

# Interpolated derivatives against finite differences of the band.
rng = np.random.default_rng(1)
px, py = rng.uniform(-np.pi, np.pi, (2, 40))
h = 1e-3
e, vx, vy, mxx, myy, mxy = interpolate(hoppings(TP), px, py)
b = lambda dx, dy: band(px + dx * h, py + dy * h, TP)
checks = [
    (e, b(0, 0)),
    (vx, (b(1, 0) - b(-1, 0)) / (2 * h)),
    (vy, (b(0, 1) - b(0, -1)) / (2 * h)),
    (mxx, (b(1, 0) - 2 * b(0, 0) + b(-1, 0)) / h**2),
    (myy, (b(0, 1) - 2 * b(0, 0) + b(0, -1)) / h**2),
    (mxy, (b(1, 1) - b(1, -1) - b(-1, 1) + b(-1, -1)) / (4 * h**2)),
]
fd_error = max(np.max(np.abs(p - q)) for p, q in checks)
assert fd_error < 1e-5

# Weak-field formula against the full Boltzmann equation.
print("Units: t = a = e = hbar = 1 unless stated; R_H in a^2/e")
print("Direct Boltzmann solution against formula, kT = 1 t, mu = -1 t:")
for tp, lattice in ((0.0, plain), (TP, diagonal)):
    direct, formula = boltzmann_hall(tp, -1.0, 1.0), lattice.hall(-1.0, 1.0)
    assert abs(direct - formula) < 1e-5 * (1 + abs(formula))
    print(f"  t'={tp:+.1f} t: direct {direct:+.6f}, formula {formula:+.6f}")

# Fermi-surface and Fermi-sea forms agree; a full band has K = 0.
for lattice in (plain, diagonal):
    for mu in (-2.5, -0.7, 0.4, 1.8):
        assert np.allclose(lattice.surface(mu, KT), lattice.sea(mu, KT),
                           atol=1e-7)
    assert abs(np.mean(lattice.mxx * lattice.myy - lattice.mxy**2)) < 1e-12

# Symmetrized integrand and the single sign change.
cc = np.cos(plain.kx) * np.cos(plain.ky)
for kT in (0.05, 0.5, 2.0):
    for mu in (-3.5, -2.0, -0.5, -0.05, 0.05, 0.5, 2.0, 3.5):
        K = plain.surface(mu, kT)[1]
        w = plain.minus_fprime(mu, kT)
        assert abs(K - 2 * np.mean(-2 * w * plain.e * (1 - cc))) < 1e-9
        assert K * mu < 0

# Worked example.
print(f"Nearest-neighbour band, kT = {KT} t (filling = electrons per site)")
print("filling   mu/t      L [t]     K [t^2 a^2]  R_H [a^2/e]  -n e R_H")
results = {}
for n in (0.02, 0.1, 0.5, 0.9, 1.0, 1.1, 1.5, 1.9, 1.98):
    mu = plain.find_mu(n, KT)
    L, K = plain.surface(mu, KT)
    R = -K / L**2
    results[n] = R
    mu_s, K_s, R_s, q_s = [round(z, 5) + 0.0 for z in (mu, K, R, -n * R)]
    print(f"{n:5.2f}  {mu_s:+9.5f}  {L:8.5f}  {K_s:+9.5f}"
          f"  {R_s:+11.5f}  {q_s:+9.5f}")
assert abs(-0.02 * results[0.02] - 1) < 1e-3
assert abs(0.02 * results[1.98] - 1) < 1e-3
assert abs(results[1.0]) < 1e-8
for n, partner in ((0.02, 1.98), (0.1, 1.9), (0.5, 1.5), (0.9, 1.1)):
    assert abs(results[n] + results[partner]) < 1e-6 * abs(results[n])
print(f"Hole count times e R_H at filling 1.90: {0.1 * results[1.9]:.5f}")

a_bohr = 8.0
bohr = constants.physical_constants["Bohr radius"][0]
to_si = (a_bohr * bohr) ** 2 / constants.e
print(f"For a = {a_bohr:.0f} bohr: 1 a^2/e = {to_si:.5f} m^2/C")
for n in (0.1, 1.9):
    print(f"  R_H at filling {n:.1f}: {results[n] * to_si:+.4f} m^2/C")

# Zero-temperature correction to the free-electron law.
n_small, ratio = cold_ratio(2 - 0.05**2 / 2)
coefficient = (1 - ratio) / n_small**2
assert abs(coefficient / (np.pi**2 / 48) - 1) < 0.01
c_tenth = brentq(lambda c: cold_ratio(c)[0] - 0.1, 1.0, 1.999)
cold_tenth = cold_ratio(c_tenth)[1]
print(f"T=0: (1 + n e R_H)/filling^2 at filling {n_small:.6f}:"
      f" {coefficient:.5f}")
print(f"     pi^2/48 = {np.pi**2 / 48:.5f}")
print(f"T=0, filling 0.1: -n e R_H = {cold_tenth:.6f};"
      f" expansion {1 - np.pi**2 * 0.01 / 48:.6f}")

# Dilute limit at high temperature: factorization and its failure.
dilute, hot = 1e-4, 2.0
hot_plain = -dilute * plain.hall(plain.find_mu(dilute, hot), hot)
hot_diag = -dilute * diagonal.hall(diagonal.find_mu(dilute, hot), hot)
cool_diag = -0.02 * diagonal.hall(diagonal.find_mu(0.02, 0.02), 0.02)
assert abs(hot_plain - 1) < 1e-3
assert abs(hot_diag - 1) > 0.1
assert abs(cool_diag - 1) < 0.02
print(f"-n e R_H, filling {dilute:.4f}, kT = {hot:.0f} t:")
print(f"  t'=0: {hot_plain:.5f};  t'={TP} t: {hot_diag:.5f}")
print(f"-n e R_H, filling 0.02, kT = 0.02 t, t'={TP} t: {cool_diag:.5f}")

# Diagonal hopping moves the sign change away from half filling.
mu_half = diagonal.find_mu(1.0, KT)
R_half = diagonal.hall(mu_half, KT)
mu_low = diagonal.find_mu(0.3, KT)
mu_zero = brentq(lambda m: diagonal.surface(m, KT)[1], mu_low, mu_half)
n_zero = diagonal.filling(mu_zero, KT)
mirror = Lattice(-TP)
R_mirror = mirror.hall(mirror.find_mu(1.0, KT), KT)
assert R_half > 0.1 and n_zero < 0.99
assert abs(R_half + R_mirror) < 1e-6
print(f"t'={TP} t, kT = {KT} t: R_H at half filling {R_half:+.5f} a^2/e")
print(f"  R_H vanishes at filling {n_zero:.5f}, mu = {mu_zero:+.5f} t")
print(f"t'={-TP} t: R_H at half filling {R_mirror:+.5f} a^2/e")
print(f"Largest finite-difference mismatch of v and M: {fd_error:.1e}")
print("verified")
```

It prints:

```
Units: t = a = e = hbar = 1 unless stated; R_H in a^2/e
Direct Boltzmann solution against formula, kT = 1 t, mu = -1 t:
  t'=+0.0 t: direct -0.775646, formula -0.775646
  t'=-0.3 t: direct +1.719253, formula +1.719253
Nearest-neighbour band, kT = 0.05 t (filling = electrons per site)
filling   mu/t      L [t]     K [t^2 a^2]  R_H [a^2/e]  -n e R_H
 0.02   -3.88010   0.03910   +0.07644    -49.99474   +0.99989
 0.10   -3.39662   0.18434   +0.33904     -9.97663   +0.99766
 0.50   -1.44077   0.65590   +0.77392     -1.79897   +0.89948
 0.90   -0.18551   0.80551   +0.24927     -0.38418   +0.34576
 1.00   +0.00000   0.80948   +0.00000     +0.00000   +0.00000
 1.10   +0.18551   0.80551   -0.24927     +0.38418   -0.42260
 1.50   +1.44077   0.65590   -0.77392     +1.79897   -2.69845
 1.90   +3.39662   0.18434   -0.33904     +9.97663  -18.95560
 1.98   +3.88010   0.03910   -0.07644    +49.99474  -98.98959
Hole count times e R_H at filling 1.90: 0.99766
For a = 8 bohr: 1 a^2/e = 1.11859 m^2/C
  R_H at filling 0.1: -11.1598 m^2/C
  R_H at filling 1.9: +11.1598 m^2/C
T=0: (1 + n e R_H)/filling^2 at filling 0.000398: 0.20571
     pi^2/48 = 0.20562
T=0, filling 0.1: -n e R_H = 0.997680; expansion 0.997944
-n e R_H, filling 0.0001, kT = 2 t:
  t'=0: 0.99997;  t'=-0.3 t: -1.28522
-n e R_H, filling 0.02, kT = 0.02 t, t'=-0.3 t: 0.99443
t'=-0.3 t, kT = 0.05 t: R_H at half filling +0.97276 a^2/e
  R_H vanishes at filling 0.58200, mu = -1.42528 t
t'=0.3 t: R_H at half filling -0.97276 a^2/e
Largest finite-difference mismatch of v and M: 5.2e-07
verified
```
